# Ehrenfest Averaging and Packet Splitting in Tully's Extended Coupling Model

## Problem

A particle of mass $M$ moves along $x$ and is coupled to two electronic states. Hartree atomic units are used, so $\hbar=1$. In a fixed (diabatic) electronic basis the potential matrix is that of Tully's extended coupling model,

$$
V(x)=\begin{pmatrix}A & w(x)\\ w(x) & -A\end{pmatrix},\qquad
w(x)=\begin{cases}B\,e^{Cx}, & x<0,\\ B\,(2-e^{-Cx}), & x\ge 0,\end{cases}
$$

with $A=0.0006$ hartree, $B=0.10$ hartree, $C=0.90$ bohr$^{-1}$ and $M=2000$ electron masses. The particle comes from the far left with momentum $k>0$ on the lower electronic surface.

(a) Find the adiabatic surfaces, and the range of $k$ in which the upper surface is closed on the right.

(b) Write the Ehrenfest equations, show which energy they conserve, and identify the surface on which the trajectory moves. When is the trajectory unable to turn back?

(c) Treat the velocity as constant while the electronic populations change, and find the upper population after one passage.

(d) Use this result to estimate the transmission and reflection probabilities of the exact wave, channel by channel.

(e) For $k=10$ a.u., compare one Ehrenfest trajectory with an exact wave packet: probabilities, momenta and positions.

(f) Does averaging over a sample of trajectories repair the result? What changes above the threshold of part (a), or if the particle enters on the upper surface?

## Solution

### (a) Surfaces and threshold

The matrix $V$ has zero trace and determinant $-(A^2+w^2)$. Its eigenvalues, the adiabatic energies, are therefore

$$
E_\pm(x)=\pm W(x),\qquad W=\sqrt{A^2+w^2}.
$$

On the far left $w\to0$, so the lower surface lies at $-A$ and belongs to diabatic state 2. On the far right $w\to2B$, and the surfaces tend to $\pm W_R$ with

$$
W_R=\sqrt{A^2+4B^2}=0.200001\ \text{hartree}.
$$

The lower surface falls to the right and the upper one rises. The total energy at entry is $E=k^2/2M-A$. The upper channel is closed on the right when $E<W_R$, that is, when

$$
k^2<2M(A+W_R),
$$

which gives $k<28.327$ a.u. Below this threshold a wave on the upper surface decays on the right and carries no flux there. The lower channel stays open.

### (b) The Ehrenfest trajectory and its averaged surface

Let $\psi(x,t)$ be the exact two-component wave function and $\hat H=\hat p^2/2M+V(x)$. Since $[V,\hat p]=iV'$, the Heisenberg equation $d\hat p/dt=i[\hat H,\hat p]$ gives $d\hat p/dt=-V'$, and hence

$$
\frac{d\langle \hat p\rangle}{dt}=-\int \psi^\dagger V'(x)\,\psi\,dx .
$$

This is exact. The Ehrenfest method replaces the distribution by a single position $x(t)$ and a single electronic vector $c(t)=(c_1,c_2)$. That is reasonable while the packet is narrow and has the same electronic state throughout. The equations become

$$
i\dot c=V(x)\,c,\qquad \dot x=\frac{q}{M},\qquad \dot q=-c^\dagger V'(x)\,c .
$$

To find the conserved energy, differentiate the mean potential, using $\dot c=-iVc$ and $\dot c^\dagger=i\,c^\dagger V$:

$$
\frac{d}{dt}\,c^\dagger Vc
= i\,c^\dagger V^2c-i\,c^\dagger V^2c+\dot x\,c^\dagger V'c
=\frac{q}{M}\,c^\dagger V'c .
$$

The kinetic energy changes at the rate $q\dot q/M=-(q/M)\,c^\dagger V'c$. The two rates cancel, so $q^2/2M+c^\dagger Vc$ is constant.

Now expand $c=a_-u_-+a_+u_+$ in the orthonormal eigenvectors of $V(x)$, and let $P=|a_+|^2$ be the upper population. Cross terms vanish, because $u_-^\dagger Vu_+=W\,u_-^\dagger u_+=0$. With $|a_-|^2=1-P$,

$$
U\equiv c^\dagger Vc=P\,W-(1-P)\,W=-(1-2P)\,W .
$$

This is the averaged surface. It coincides with an adiabatic surface only for $P=0$ or $P=1$. While $P$ is changing, $U$ depends on the history of the trajectory. Once $P$ has settled, $U$ is a fixed multiple of $W(x)$.

At entry $c=(0,1)$ and $U=-A$. Conservation of energy then gives

$$
q^2=k^2+2M(-A-U).
$$

If $U$ never rises above $-A$, then $q^2\ge k^2$, and the trajectory cannot stop or turn. This condition is sufficient for transmission. I do not prove it for every $k$. In the numerical check it holds, within a tolerance of $10^{-6}$ hartree, along trajectories with $k$ from 8 to 26 a.u.

### (c) Upper population after one passage

**Equation.** On the left $w=Be^{Cx}$. With constant velocity $v=k/M$ we have $\dot w=Cv\,w$. Define

$$
z=\frac{w}{Cv},\qquad a=\frac{A}{Cv},\qquad \frac{d}{dt}=Cv\,z\frac{d}{dz}.
$$

Dividing the electronic equations by $Cv$, with primes now denoting $d/dz$, gives

$$
iz\,c_1'=a\,c_1+z\,c_2,\qquad iz\,c_2'=z\,c_1-a\,c_2 .
$$

The second equation yields $c_1=i\,c_2'+(a/z)\,c_2$. Inserting this and its derivative into the first,

$$
-z\,c_2''+ia\,c_2'-\frac{ia}{z}c_2
=ia\,c_2'+\frac{a^2}{z}c_2+z\,c_2 .
$$

The terms in $c_2'$ cancel. Division by $-z$ leaves

$$
c_2''+\left[1+\frac{a^2+ia}{z^2}\right]c_2=0 .
$$

**Solution.** Try $c_2=\sqrt z\,J_\nu(z)$. From Bessel's equation, $J_\nu''+J_\nu'/z=-(1-\nu^2/z^2)J_\nu$, so

$$
(\sqrt z J_\nu)''=\sqrt z\left[J_\nu''+\frac{J_\nu'}{z}-\frac{J_\nu}{4z^2}\right]
=-\left[1+\frac{\tfrac14-\nu^2}{z^2}\right]\sqrt z J_\nu .
$$

We therefore need $\nu^2=\tfrac14-ia-a^2=(\tfrac12-ia)^2$, or $\nu=\pm(\tfrac12-ia)$.

For small $z$, $\sqrt zJ_\nu\simeq z^{\nu+1/2}/[2^\nu\Gamma(\nu+1)]$. The choice $\nu=\tfrac12-ia$ gives $c_2\to0$, which describes entry in state 1. The choice $\nu=-\tfrac12+ia$ gives $c_2\propto z^{ia}\propto e^{iAt}$, the phase of a state with energy $-A$. Its leading contribution to $c_1$ is $i(ia)z^{ia-1}+az^{ia-1}=0$, as required. Hence

$$
c_2=N\sqrt z\,J_{-1/2+ia}(z).
$$

The condition $|c_2|\to1$ at small $z$ fixes $|N|^2=\tfrac12|\Gamma(\tfrac12+ia)|^2$. The reflection formula of the gamma function gives $|\Gamma(\tfrac12+ia)|^2=\pi/\sin(\tfrac\pi2+i\pi a)=\pi/\cosh\pi a$, so

$$
|N|^2=\frac{\pi}{2\cosh\pi a}.
$$

**Populations.** For large $z$, $J_\nu\simeq\sqrt{2/\pi z}\,\cos(z-\nu\pi/2-\pi/4)$. Here $\nu\pi/2=-\pi/4+i\pi a/2$, so

$$
c_2\to N\sqrt{\frac2\pi}\;\frac12\left[e^{\pi a/2}e^{iz}+e^{-\pi a/2}e^{-iz}\right].
$$

At large $w$ the adiabatic vectors are $(1,\mp1)/\sqrt2$ with energies $\mp w$. Since $\int w\,dt=z$, the lower state has the phase $e^{iz}$ and the upper one $e^{-iz}$. Both contribute to $c_2$ with a factor of magnitude $1/\sqrt2$, so the ratio of lower to upper population is $e^{2\pi a}$. With total population 1, the upper population is

$$
p=\frac{1}{1+e^{2\pi a}}=\frac{1}{1+\exp(2\pi AM/Ck)},\qquad 1-2p=\tanh\pi a .
$$

The averaged surface thus settles to $U=-\tanh(\pi a)\,W(x)$. Within the constant-velocity model, slow passage ($a\to\infty$) gives $p\to0$ and adiabatic motion, while fast passage ($a\to0$) gives $p\to\tfrac12$ and a nearly flat averaged surface.

**Validity.** The populations change while $w$ grows from a small fraction of $A$ to a few times $Cv$. For $k=10$ the upper population has reached nearly half its final value when $w=A$, overshoots it slightly near $w=Cv$, and has almost settled by $w\approx3Cv$. For $k=10$ we have $v=0.005$ and $Cv=0.0045$. The coupling equals $A$ at $x=\ln(0.006)/0.9\approx-5.7$ bohr and equals $Cv$ at $x=\ln(0.045)/0.9\approx-3.4$ bohr. Both points lie in the exponential region. At $x=0$, $z=0.1/0.0045\approx22$, which is already large. The constant-velocity assumption needs the kinetic energy to be large compared with both $A$ and $Cv$. The second ratio is $(k^2/2M)/(Ck/M)=k/2C\approx5.6$ here, so the formula is an approximation that worsens at small $k$.

### (d) What the exact wave does

After the coupling region the wave has a lower component of weight about $1-p$ and an upper component of weight about $p$. The forces on them are $+W'$ and $-W'$, opposite in sign. The two components cannot share one trajectory.

The lower component is accelerated to the right. Its final momentum follows from $q_T^2/2M-W_R=k^2/2M-A$:

$$
q_T=\sqrt{k^2+2M(W_R-A)} .
$$

Below threshold the upper component climbs until $W(x)=E$, turns, and crosses the coupling region again from right to left.

The return probabilities follow from the outward ones. Divide the outward passage into short intervals. Its propagator is an ordered product of factors $e^{-iV_n\,dt}$, and the return passage at the same speed uses the same factors in reverse order. Each $V_n$ is real and symmetric, so transposing the outward product reverses the order and leaves every factor unchanged. The return propagator is the transpose of the outward one, and the probability of changing surface is again $p$. A component returning on the upper surface therefore ends on the lower surface with probability $p$ and stays on the upper one with probability $1-p$:

$$
T\simeq1-p,\qquad R_{\rm lower}\simeq p^2,\qquad R_{\rm upper}\simeq p(1-p).
$$

The sum is $1-p+p(p+1-p)=1$. No interference term appears, because only one path leads to each reflected channel: the lower component does not return, if its weak wave reflection from the falling surface is neglected. These are semiclassical estimates, since they assign one common speed to both components in the coupling region.

On the far left, a particle reflected on the lower surface has momentum $-k$. On the upper surface, $q^2/2M+A=k^2/2M-A$ gives $q=-\sqrt{k^2-4MA}$. This channel is open on the left only if $k^2>4MA$, that is, for $k>2.19$ a.u. The reflection estimates above assume that $k$ is well above this value.

### (e) Comparison at $k=10$ a.u.

The packet is a Gaussian centred at $-18$ bohr, with position spread 1.5 bohr and momentum spread $1/(2\times1.5)=0.333$ a.u. Its entry kinetic energy, evaluated at the central momentum, is $100/4000=0.025$ hartree (0.680 eV). It is propagated for 8000 a.u. of time on a grid. "Exact" here means the numerically converged quantum solution of this two-state model. A separate stationary scattering calculation, averaged over the packet's momenta, is tested against it.

For the estimate, $a=0.0006/0.0045=0.1333$, hence $\tanh\pi a=0.396$ and $p=(1-0.396)/2=0.302$. Then $p^2=0.091$ and $p(1-p)=0.211$.

| Probability | Exact packet | Estimate | One trajectory |
|---|---:|---:|---:|
| Transmitted, lower | 0.700 | 0.698 | 1 |
| Reflected, lower | 0.090 | 0.091 | 0 |
| Reflected, upper | 0.210 | 0.211 | 0 |

The last column refers to where the nucleus goes. Its electronic state is still mixed, so the trajectory is not assigned to the lower surface by being transmitted. Its upper population is $P=0.302$, close to the exact total reflection probability $0.300$. The mean-field method obtains the electronic population of the first passage well, but does not turn that population into a reflected branch.

The trajectory's path shows the averaged surface forming (energies in hartree, momentum in a.u.):

| $x$ (bohr) | $W$ | $P$ | $U$ | $q$ |
|---:|---:|---:|---:|---:|
| $-8$ | 0.00060 | 0.004 | $-0.00060$ | 10.00 |
| $-4$ | 0.00280 | 0.322 | $-0.00100$ | 10.08 |
| $-2$ | 0.01654 | 0.303 | $-0.00652$ | 11.12 |
| $0$ | 0.10000 | 0.302 | $-0.03959$ | 16.00 |
| $4$ | 0.19727 | 0.302 | $-0.07812$ | 20.25 |

By $x=-2$ bohr the population has nearly settled. The trajectory then descends a surface with about 40% of the depth of the lower adiabatic one. On the far right $U\simeq-0.396\times0.200=-0.0792$ hartree, so

$$
q\simeq\sqrt{100+4000\,(0.0792-0.0006)}=20.36\ \text{a.u.}
$$

The transmitted part of the exact wave has instead

$$
q_T=\sqrt{100+4000\,(0.2000-0.0006)}=29.96\ \text{a.u.}
$$

The corresponding kinetic energies are 0.104 hartree (2.82 eV) for the trajectory and 0.224 hartree (6.11 eV) for the transmitted branch. The reflected parts have mean momenta $-10.01$ a.u. on the lower surface and $-9.76$ a.u. on the upper one, close to the values $-10$ and $-\sqrt{100-4.8}=-9.757$ from energy conservation.

At the final time the trajectory is at 45.6 bohr. The transmitted packet is centred at 68.6 bohr and the reflected wave at $-21.7$ bohr. The exact probability of finding the particle within 5 bohr of the trajectory is only $1.4\times10^{-4}$. Nor does the trajectory reproduce the exact mean position, which is

$$
0.7003\times68.62-0.2997\times21.66\approx41.6\ \text{bohr}.
$$

The reason lies in the replacement made in part (b). The two components of the exact wave feel opposite forces, each at its own positions, and so they move apart. The Ehrenfest force is evaluated at one position. Energy conservation on $U=-(1-2P)W$ makes it $-dU/dx=(1-2P)\,W'-2W\,dP/dx$. The second term comes from the residual oscillation of $P$. For $k=10$ it is about 6% of the first at $x=-2$ bohr and below 1% at $x=2$ bohr. Once it is negligible, the force is $(1-2P)\,W'$, the population-weighted average of the two opposite forces. In either case it is one force at one position, so it cannot produce two branches. By the final time the exact wave has almost no density near the trajectory.

### (f) Sampling, momentum dependence and other entry conditions

**Sampling.** Five trajectories with momenta from 9 to 11 a.u., three momentum spreads either side of the centre, are all transmitted. Their average transmission is therefore 1, not 0.70. Shifting the starting point within the far-left region, where the coupling is negligible, essentially changes only the arrival time, because the initial electronic state is purely state 2. Sampling the packet's initial conditions thus does not create the missing reflected branch here.

**Momentum dependence.** Stationary scattering at fixed $k$ gives the exact values below. $R$ is the sum over both reflected channels.

| $k$ (a.u.) | Exact $T$ | Exact $R$ | Formula $p$ | Ehrenfest $P$ |
|---:|---:|---:|---:|---:|
| 8 | 0.744 | 0.256 | 0.260 | 0.260 |
| 14 | 0.646 | 0.354 | 0.355 | 0.355 |
| 20 | 0.604 | 0.396 | 0.397 | 0.397 |
| 26 | 0.580 | 0.420 | 0.420 | 0.420 |

Every trajectory in this scan is transmitted, while the exact reflection grows from 0.26 at $k=8$ to 0.42 at $k=26$. Faster passage puts more weight on the upper surface, and below threshold that weight must return. The small difference between $R$ and $p$ shrinks with increasing $k$, consistent with the constant-velocity assumption becoming better. The Ehrenfest $P$ agrees with $p$ to all four decimals printed by the program (the table shows three), although the trajectory's velocity does change. The derivation above does not explain agreement that close.

**Above threshold.** At $k=32$ a.u. the upper channel is open on the right. The exact probabilities are $0.565$ for transmission on the lower surface and $0.435$ on the upper one, and the reflection is about $5\times10^{-9}$. The closed upper channel was thus the cause of the reflection. The wave still divides, since energy conservation gives the two transmitted parts different momenta:

$$
\sqrt{1024+797.6}\approx42.7\ \text{a.u.},\qquad
\sqrt{1024-802.4}\approx14.9\ \text{a.u.}
$$

A single averaged surface cannot supply both. Agreement in total transmission would therefore not establish that the nuclear motion is right.

**Entry on the upper surface.** The outward propagator is a unitary $2\times2$ matrix, so a particle entering in state 1 reaches the lower surface with probability $p$ and stays on the upper one with probability $1-p$. The averaged surface changes sign and becomes $U\simeq+\tanh(\pi a)\,W$. For $k=10$ its estimated height on the right is 0.079 hartree, above the total energy $0.0250+0.0006=0.0256$ hartree. The trajectory must turn back, and the computed one does. The exact wave again splits, with $T=0.304$ and $R=0.696$. The failure is therefore not a general bias towards transmission: for a given initial condition, one trajectory gives a transmission of either 0 or 1, and the sign and height of its averaged surface decide which.

The numerical check covers the Bessel solution, the packet probabilities, the energy relations and these comparisons.

## Computed results

```
A = 0.0006 hartree, B = 0.10 hartree, C = 0.90 1/bohr
mass M = 2000 electron masses
entry momentum k = 10.0 a.u., start x = -18.0 bohr
packet spreads: 1.50 bohr, 0.3333 a.u. of momentum
propagation time = 8000 a.u. of time
entry kinetic energy = 0.02500 hartree = 0.6803 eV
right-hand limit W_R = 0.200001 hartree
threshold momentum of upper surface = 28.327 a.u.
a = A/(Cv) = 0.13333, tanh(pi a) = 0.3960 (no unit)
upper population p: formula 0.30201, integrated 0.30201
|c2| at z = 200: Bessel 0.508841, integrated 0.508841
Probabilities: T_lower, T_upper, R_lower, R_upper (no unit)
  exact packet        0.7003 0.0000 0.0899 0.2098
  stationary, averaged 0.7004 0.0000 0.0898 0.2098
  semiclassical       0.6980 0.0000 0.0912 0.2108
exact total reflection = 0.2997
Ehrenfest transmission = 1, upper population P = 0.3020
Final momenta (a.u.)
  exact transmitted 29.961, energy rule 29.960
  exact reflected: lower -10.014, upper -9.761
  energy rule for reflected upper: -9.757
  Ehrenfest 20.357, from averaged surface 20.357
final kinetic energy, Ehrenfest = 0.10360 hartree = 2.819 eV
final kinetic energy, transmitted (rule) = 0.22440 hartree = 6.106 eV
final positions (bohr): Ehrenfest 45.62, transmitted 68.62, reflected -21.66
exact probability within 5 bohr of Ehrenfest position = 1.37e-04
Path: x (bohr), W (hartree), P, averaged U (hartree), momentum (a.u.)
   -8.0 0.000605 0.0036 -0.000600 10.000
   -6.0 0.000751 0.0930 -0.000611 10.002
   -4.0 0.002797 0.3220 -0.000996 10.079
   -2.0 0.016541 0.3030 -0.006516 11.120
    0.0 0.100002 0.3020 -0.039593 15.999
    4.0 0.197269 0.3020 -0.078116 20.250
Scan: k (a.u.), exact T, R_lower, R_upper, formula p, Ehrenfest P
   8.0 0.7442 0.0655 0.1904 0.2598 0.2598
  10.0 0.7002 0.0899 0.2099 0.3020 0.3020
  14.0 0.6462 0.1251 0.2287 0.3547 0.3547
  20.0 0.6036 0.1571 0.2393 0.3968 0.3968
  26.0 0.5801 0.1763 0.2436 0.4201 0.4201
sampled trajectories transmitted: 5 of 5, k from 9.0 to 11.0 a.u.
above threshold, k = 32 a.u.: T_lower 0.5653, T_upper 0.4347, R 5.0e-09
upper entry, k = 10 a.u.: exact T 0.3040, exact R 0.6960, Ehrenfest T 0
```
